**Q:** I use Methfessel-Paxton smearing for everything, gapped systems included. The electron count fixes the Fermi level, the resulting occupations minimize the free energy, and so the forces are smooth. If there is a gap, the smearing simply has nothing to do. What could go wrong?

**A:** The first step already needs a condition. Let $\varepsilon_i$ be the levels, $g=2$ the spin factor, $\sigma$ the smearing width and $x_i=(\mu-\varepsilon_i)/\sigma$. The Fermi level $\mu$ solves

$$N(\mu)=g\sum_i\theta(x_i)=N_e .$$

A solution is certainly unique if $\theta$ rises monotonically. Does it?

**Q:** An occupation function goes from 0 to 1. I would expect it to rise.

**A:** It is the integral of a broadened delta function, $\theta(x)=\int_{-\infty}^xD(t)\,dt$, so it rises everywhere only if $D$ is nowhere negative. The method of order $n$ takes

$$D_n(x)=\frac{e^{-x^2}}{\sqrt\pi}\sum_{m=0}^n\frac{(-1)^m}{m!\,4^m}H_{2m}(x),$$

with Hermite polynomials $H_0=1$, $H_2=4x^2-2$, and so on. They obey $\int H_kH_m e^{-x^2}dx=2^m m!\sqrt\pi\,\delta_{km}$. To get the second moment, write $x^2=\tfrac12H_0+\tfrac14H_2$. Only the terms $m=0$ and $m=1$ survive, and for every order $n\ge1$

$$\int x^2D_n\,dx=\frac12+\frac14\left(-\frac14\right)8=0 .$$

The area is 1, from the $m=0$ term. A nonnegative function with unit area has a positive second moment, so $D_n$ must be negative somewhere. Nonmonotonic occupations are therefore part of the construction at every order from 1 upward.

**Q:** Why would anyone want a vanishing second moment?

**A:** Because of metals. Let $n(\varepsilon)$ be a smooth density of states, spin included, and $M(\mu)$ its integral up to $\mu$. Smearing replaces $M(\mu)$ by

$$\int D(t)M(\mu-\sigma t)\,dt=M(\mu)+\frac{\sigma^2}{2}n'(\mu)\int t^2D\,dt+O(\sigma^4).$$

The odd terms vanish because $D$ is even, and the zero second moment removes the $\sigma^2$ error. The slope of the smeared count is $\int D(t)\,n(\mu-\sigma t)\,dt$, which is close to $n(\mu)>0$ if $n$ varies little over a few $\sigma$. There $N$ rises, so no second root lies close by. This is a local statement: it does not exclude roots further away, where the density of states may vary sharply. A gap wider than $\sigma$ violates the smoothness assumption.

**Q:** Then show me the occupation function explicitly.

**A:** I take order 1 from here on. Inserting $H_2$,

$$D(x)=\frac{e^{-x^2}}{\sqrt\pi}\left[1-\frac{4x^2-2}{4}\right]=\frac{e^{-x^2}}{\sqrt\pi}\left(\frac32-x^2\right).$$

Integration by parts gives $\int_{-\infty}^xt^2e^{-t^2}dt=-\tfrac12xe^{-x^2}+\tfrac12\int_{-\infty}^xe^{-t^2}dt$. The two error-function parts combine with weight $\tfrac32-\tfrac12=1$:

$$\theta(x)=\frac12\operatorname{erfc}(-x)+\frac{x\,e^{-x^2}}{2\sqrt\pi}.$$

The slope $D$ changes sign at $x=\pm\sqrt{3/2}\approx\pm1.22$. The occupation per spin dips to $-0.0355$, climbs to $1.0355$, and then falls back toward 1.

**Q:** A few percent of overshoot. How does that produce a second Fermi level?

**A:** Take two levels at $\pm\Delta/2$ and $N_e=2$. Since $D$ is even, $\theta(x)+\theta(-x)=1$, so $\mu=0$ is a root for any gap. The slope there is

$$\frac{dN}{d\mu}=\frac g\sigma\left[D\!\left(\frac{\Delta}{2\sigma}\right)+D\!\left(-\frac{\Delta}{2\sigma}\right)\right]=\frac{2g}{\sigma}D\!\left(\frac{\Delta}{2\sigma}\right),$$

which is negative once $\Delta/2\sigma>\sqrt{3/2}$, that is $\Delta>\sqrt6\,\sigma\approx2.45\,\sigma$. Raising $\mu$ from midgap then removes electrons.

Now follow the whole curve. Far below the levels $N$ is 0, and far above them it is 4. If $N$ falls through $N_e$ at midgap, it is above $N_e$ just to the left and below $N_e$ just to the right. By continuity it must have crossed $N_e$ upward somewhere further left, and must do so again further right. That makes at least three roots.

The same reasoning holds for any set of levels: one descending root implies at least two others. A sufficient condition for a root to descend is that every level is more than $\sqrt{3/2}\,\sigma$ away from it. For the two-level case a numerical scan finds one root at $\Delta/\sigma=2.0$ and $2.4$, and three at $2.5$, $4.0$ and $7.5$.

**Q:** So a wider gap does not cure it. Where do the outer roots go?

**A:** For a wide gap only one band edge matters at each of them. Near the conduction edge the valence levels are full, so the condition is that the edge occupations sum to zero. For one level, or several degenerate ones, this means $\theta(x_0)=0$ at finite $x_0$. Such a zero exists because $\theta$ is negative at $-\sqrt{3/2}$ and equals $\tfrac12$ at 0; numerically $x_0=-0.842$. The upper root sits $0.842\,\sigma$ below the conduction edge. By the symmetry of $\theta$, the lower one sits $0.842\,\sigma$ above the valence edge. These numbers, and the threshold $\sqrt6\,\sigma$, belong to discrete levels. For the continuous band edges of a solid they are smaller: with two mirror-symmetric step-like edges the slope of the count from each edge is proportional to $\theta$ itself, so three roots appear at a gap of $2(0.842)\,\sigma=1.68\,\sigma$, and with square-root edges already at about $1.3\,\sigma$.

**Q:** Fine, three roots. But the free energy will tell me which one is right, since the occupations minimize it.

**A:** Let us see what they do. The generalized entropy per spin that belongs to $D$ is

$$s(x)=-\int_{-\infty}^xtD(t)\,dt .$$

With $\int_{-\infty}^xte^{-t^2}dt=-\tfrac12e^{-x^2}$ and $\int_{-\infty}^xt^3e^{-t^2}dt=-\tfrac12(x^2+1)e^{-x^2}$,

$$s(x)=\frac{e^{-x^2}}{\sqrt\pi}\left[\frac34-\frac{x^2+1}{2}\right]=\frac{(1-2x^2)e^{-x^2}}{4\sqrt\pi}.$$

The electronic free energy is $F=g\sum_i[\varepsilon_i\theta(x_i)-\sigma s(x_i)]$. I keep the levels fixed, as in a model without self-consistency. Because one value of $\theta$ can belong to several $x$, the entropy is not a single-valued function of the occupation, and I use the $x_i$ as independent variables.

To hold the electron number fixed, take $L=F-\mu\,(g\sum_i\theta(x_i)-N_e)$. With $\theta'=D$ and $s'=-xD$,

$$\frac{\partial L}{\partial x_i}=g\,(\varepsilon_i+\sigma x_i-\mu)\,D(x_i).$$

This vanishes at $x_i=(\mu-\varepsilon_i)/\sigma$, so every root of the electron count is a stationary point. Differentiating once more,

$$\frac{\partial^2L}{\partial x_i^2}=g\sigma D(x_i)+g(\varepsilon_i+\sigma x_i-\mu)D'(x_i)=g\sigma D(x_i),$$

because the bracket is zero at the root. There are no mixed derivatives. The second-order change of $F$ is therefore

$$\delta^2F=\frac{g\sigma}{2}\sum_iD(x_i)\,dx_i^2,\qquad \sum_iD(x_i)\,dx_i=0,$$

where the second equation is the fixed electron number to first order.

**Q:** And with negative $D$ the curvature is negative. But the constraint could forbid the bad direction.

**A:** It can if one level alone has negative $D$. If two levels do, move charge between those two: the constraint is satisfied and $\delta^2F<0$. If all levels have $D<0$, as at midgap in a wide-gap system, the root is a local maximum over the occupations.

Suppose instead that only level $k$ has $D_k<0$, and let $P>0$ be the sum of the other $D_i$. Set $dx_k=1$. The constraint becomes $\sum_{i\ne k}D_i\,dx_i=|D_k|$, and the Cauchy-Schwarz inequality gives $\sum_{i\ne k}D_i\,dx_i^2\ge D_k^2/P$, with equality for equal $dx_i$. The smallest value of the full sum is

$$\frac{D_k^2}{P}-|D_k|=\frac{|D_k|\,(|D_k|-P)}{P}.$$

It is positive only for $|D_k|>P$, which means $\sum_iD_i<0$. With one negative $D$, then, an ascending root is not a minimum.

**Q:** I could still compare $F$ at the three roots and take the lowest.

**A:** You could, and the ordering follows from the electron count. Define $G(\mu)=F+\mu(N_e-N)$, with all $x_i=(\mu-\varepsilon_i)/\sigma$. It equals $F$ at each root. Since $dx_i/d\mu=1/\sigma$,

$$\frac{dG}{d\mu}=\frac g\sigma\sum_i(\varepsilon_i+\sigma x_i-\mu)D(x_i)+N_e-N=N_e-N .$$

Call the three roots a, b, c in ascending order. Between a and b there are too many electrons, so $G$ falls; between b and c there are too few, so it rises. The middle root has the lowest $F$ of the three. It is the physically sensible midgap root, and yet it is a maximum over the occupations in the wide-gap case. Lowest among the roots and minimum over the occupations are different statements.

**Q:** How do forces enter? If $F$ is merely stationary, is the usual force formula wrong?

**A:** No, stationarity is enough. Let the levels depend on a coordinate $q$, add a repulsion $E_{\rm rep}(q)$ to $F$, and follow one root. Then

$$\frac{dF}{dq}=g\sum_i\theta_i\frac{d\varepsilon_i}{dq}+g\sum_i(\varepsilon_i+\sigma x_i)D_i\frac{dx_i}{dq}+\frac{dE_{\rm rep}}{dq}.$$

At a root $\varepsilon_i+\sigma x_i=\mu$ for all $i$, so the middle term is $\mu\,dN/dq=0$. With $d\varepsilon_i/dq=\langle i|\partial H/\partial q|i\rangle$ the force is

$$f=-g\sum_i\theta_i\langle i|\partial H/\partial q|i\rangle-\frac{dE_{\rm rep}}{dq}.$$

It is the true derivative of $F$ on each branch, as long as $dN/d\mu\ne0$ lets the root continue smoothly. The trouble comes from a change of branch between two geometries.

**Q:** Give me a system where that happens.

**A:** A model triangular trimer with two electrons will do. Sites 1 and 2 form the base, with hopping element $-t_0$. The two sides to the apex, site 3, have hopping element $-t_0\tau$ with $\tau=e^{-q/\lambda}$, where $q$ is the equal stretch of both sides.

The combination of sites 1 and 2 that is odd under their exchange does not couple to the apex and has energy $+t_0$. The even combination couples to it with $-\sqrt2\,t_0\tau$, so $\varepsilon^2+t_0\varepsilon-2t_0^2\tau^2=0$ and

$$\varepsilon_{v,s}=\frac{t_0}{2}(-1\mp S),\qquad S=\sqrt{1+8\tau^2}.$$

At $q=0$, $S=3$: the filled level $v$ is at $-2t_0$, and the two empty ones, $s$ and the odd one, coincide at $t_0$. I choose $t_0=0.05$ hartree, $\lambda=1$ bohr and $\sigma=0.02$ hartree. The gap $3t_0=0.15$ hartree is $7.5\,\sigma$.

From $d\tau/dq=-\tau/\lambda$ one finds $dS/dq=-8\tau^2/(\lambda S)$, hence

$$\frac{d\varepsilon_v}{dq}=\frac{4t_0\tau^2}{\lambda S}=-\frac{d\varepsilon_s}{dq},$$

while the odd level has no slope. With the repulsion $E_{\rm rep}=\tfrac43t_0\tau^2$ the closed-shell force, for occupations 1, 0, 0, is

$$f_0=-2\frac{d\varepsilon_v}{dq}-\frac{dE_{\rm rep}}{dq}=\frac{8t_0\tau^2}{\lambda}\left(\frac13-\frac1S\right).$$

It vanishes at $q=0$, which is why I chose that prefactor.

**Q:** What are the three solutions away from equilibrium?

**A:** At $q=-0.10$ bohr the levels are $-0.10705$, $0.05000$ and $0.05705$ hartree. The roots are:

| root | $\mu$ (hartree) | $F$ (hartree) | force (hartree/bohr) |
|---|---|---|---|
| a | $-0.0902$ | $-0.13151$ | $0.01399$ |
| b | $-0.0286$ | $-0.13267$ | $0.01399$ |
| c | $0.0355$ | $-0.13060$ | $0.00931$ |

Root b has the lowest $F$, as derived. Roots a and b give the closed-shell force to the digits shown. At c the empty levels have occupations $+0.03145$ (odd) and $-0.03145$ (level $s$) per spin. The total is right, but the slopes differ, so the force is not.

The size can be traced by hand. The quadratic equation gives $\varepsilon_v\varepsilon_s=-2t_0^2\tau^2$, and $\varepsilon_s-\varepsilon_v=t_0S$, so

$$\frac{d\varepsilon_s}{dq}=\frac{2\varepsilon_v\varepsilon_s}{\lambda(\varepsilon_s-\varepsilon_v)}=-\frac{2(0.10705)(0.05705)}{0.16410}=-0.0744$$

in hartree/bohr. The extra force is $-2(-0.03145)(-0.0744)=-0.0047$ hartree/bohr, or $-0.24$ eV/Å. That is a third of the closed-shell force at this geometry.

**Q:** And none of these three is a minimum over the occupations?

**A:** None. At a both empty levels have negative $D$; at b all three do; at c the filled level alone does, but the root ascends. Constrained displacements in high-precision arithmetic confirm a negative curvature at each. The size depends on which level is displaced. In these tests it was one in the Gaussian tails, where a change of $x_i$ moves hardly any charge, so the values are tiny: about $-10^{-7}$ hartree at b and below $10^{-22}$ hartree in magnitude at a and c. Measured per squared change of occupation, the curvature for a transfer between levels $i$ and $j$ is $g\sigma(1/D_i+1/D_j)$. It is large and negative for every pair at the three roots, except for the two empty levels at c, where both $D$ are positive. A code that only solves for $\mu$ never follows these downhill directions, so they do no harm by themselves. The harm comes from having three roots.

**Q:** My code finds $\mu$ by bisection. Surely it settles on b, the sensible one?

**A:** Bisection keeps a lower end with $N<N_e$ and an upper end with $N>N_e$. It closes in on an upward crossing, so it misses b unless a trial value happens to hit it. Whether you get a or c depends on the bracket.

Suppose each search starts from a bracket of half-width 0.16 hartree around the previous $\mu$, and stretch the trimer in steps of 0.02 bohr, starting on root a:

| $q$ (bohr) | root | force | closed-shell force |
|---|---|---|---|
| $-0.12$ | a | $0.0174$ | $0.0174$ |
| $-0.10$ | c | $0.0093$ | $0.0140$ |
| $-0.08$ | a | $0.0108$ | $0.0108$ |
| $-0.06$ | c | $0.0048$ | $0.0079$ |
| $-0.04$ | a | $0.0051$ | $0.0051$ |
| $-0.02$ | c | $0.0014$ | $0.0025$ |
| $0.00$ | a | $0.0000$ | $0.0000$ |

Forces are in hartree/bohr. The closed-shell force decreases smoothly, while the computed one drops, rises and drops again.

**Q:** Why does it alternate so regularly?

**A:** Follow two steps. Stretching raises the filled level, and root a with it. The old $\mu=-0.0917$ hartree now lies just below a, where $N<N_e$, and becomes the lower end. The next trial is $-0.0917+0.08=-0.0117$, between b and c. There $N<N_e$ again, the lower end moves up, and only c is left in the bracket.

In the next step c moves down, because level $s$ does. The old $\mu=0.0355$ lies above c, where $N>N_e$, and becomes the upper end. The next trial, $0.0355-0.08=-0.0445$, lies between a and b. There $N>N_e$, and the search ends at a.

In the reverse sweep the filled level goes down, the old $\mu$ lies just above a, and the upper end excludes b and c at once. All seven points then stay on a. The force at a given geometry depends on the direction from which you came.

**Q:** Then I use a fresh bracket each time, from well below the lowest level to well above the highest.

**A:** With $10\,\sigma$ of padding on both sides, all seven geometries give c. At $q=-0.10$ bohr the first trial is the mean of the extreme levels, $(-0.10705+0.05705)/2=-0.025$ hartree, just above b at $-0.0286$. The result is reproducible and consistently on the wrong branch.

**Q:** At least the relaxed geometry is the same, since the force vanishes at $q=0$ on c too.

**A:** In this model, yes, but the force constant is not. Differentiate $dF/dq$ on branch c at $q=0$. The edge levels have $\theta=0$ there, so the terms with $d^2\varepsilon_i/dq^2$ and the repulsion give the closed-shell value. What remains is $g\sum\theta_i'\varepsilon_i'$ over the edge levels, a prime on $\theta_i$ or $\varepsilon_i$ meaning $d/dq$. Since $\theta_i'=D(x_0)(\mu'-\varepsilon_i')/\sigma$ and the $\theta_i'$ must sum to zero, $\mu'$ is the mean slope $\bar\varepsilon'$. Hence

$$k_c-k_0=\frac{gD(x_0)}{\sigma}\sum_i(\bar\varepsilon'-\varepsilon_i')\varepsilon_i'=-\frac{gD(x_0)}{\sigma}\sum_i(\varepsilon_i'-\bar\varepsilon')^2,$$

where the last step subtracts $\bar\varepsilon'\sum_i(\bar\varepsilon'-\varepsilon_i')=0$. The slopes are 0 and $-4t_0/3\lambda$, so the deviations are $\pm2t_0/3\lambda$ and their squares sum to $8t_0^2/9\lambda^2$.

For $k_0=-df_0/dq$, the bracket in $f_0$ vanishes at $q=0$, so only its derivative counts: $d(1/S)/dq=8\tau^2/(\lambda S^3)=8/(27\lambda)$. Thus $k_0=64t_0/27\lambda^2$ and

$$k_c=\frac{64t_0}{27\lambda^2}-\frac{16D(x_0)t_0^2}{9\sigma\lambda^2}=0.1185-0.0488=0.0697$$

in hartree/bohr², with $D(x_0)=0.2197$. Finite differences of the force agree. Branch c is 41% softer than the closed shell.

**Q:** So I reduce $\sigma$, and the artefact goes away.

**A:** Only in part. On branch c the force error needs two edge levels with different slopes within about $\sigma$ of each other. At a fixed $q\ne0$ it disappears once $\sigma$ is well below their splitting: at $q=-0.10$ bohr, where the splitting is $0.007$ hartree, it falls from $-0.0047$ hartree/bohr at $\sigma=0.02$ to $-0.0005$ at $\sigma=0.005$. Near the degeneracy it survives, in a range of $q$ that narrows with $\sigma$. Its size is bounded, since the two edge occupations sum to zero and neither can fall below $-0.0355$, but the error of the force constant at $q=0$ grows as $1/\sigma$. The formula for $k_c$ turns negative for $\sigma<\tfrac34D(x_0)t_0\approx0.008$ hartree, and the symmetric trimer would look unstable. I have not run that case. For such a small $\sigma$ the midgap deviation of $N$ from $N_e$ is far below rounding error, so the stopping tolerance may decide which $\mu$ is accepted. The bisections above ran without such a tolerance.

The free energy gives a usable warning. At $q=0$ the occupations on a and c are integers up to negligible tails, yet $s(x_0)=-0.0290$ is not zero. Each edge level adds $-g\sigma s(x_0)=2(0.02)(0.0290)=0.00116$ hartree: once on a, twice on c. If the gap is many $\sigma$ wide, a sizeable smearing term in $F$ is a reason to look at the Fermi level. In a narrower gap it does not single out the outer roots: for two levels $4\sigma$ apart, $-\sum_is(x_i)$ is $0.036$ at midgap and $0.029$ at the outer roots.

**Q:** What should I do instead?

**A:** For a gapped system, use a smearing with positive $D$, such as Gaussian or Fermi-Dirac. Then, in exact arithmetic, $N(\mu)$ rises strictly, the root is unique, and every term in $\delta^2F$ is positive, so for fixed levels it is a minimum. In a very wide gap rounding makes the computed $N$ flat around midgap, but this is harmless, because every $\mu$ on that plateau gives the same integer occupations to within rounding.

If you must keep Methfessel-Paxton occupations, find the Gaussian root first and start a Newton search from it. At $q=-0.10$ bohr the Gaussian root is $-0.028586$ hartree, and Newton's method reaches b at $-0.028603$ hartree. The start is close here. A start near a maximum or minimum of $N(\mu)$ would be thrown far away, because the slope vanishes there while $N-N_e$ does not. The recipe therefore carries no guarantee, in particular for gaps of only a few $\sigma$ with unequal numbers of states at the two edges. In a much wider gap $N-N_e$ is lost in rounding error around midgap, while the slope computed from $D$ is tiny but still accurate until it underflows to zero. The Newton step divides the first by the second and becomes meaningless. In a gap many $\sigma$ wide, a negative $dN/d\mu$ together with a distance of several $\sigma$ to the nearest levels marks the midgap root. The numerical output lists the levels, and $\mu$ and $dN/d\mu$ for all three roots.

## Numbers as computed

```
t0 = 0.05 hartree, lam = 1.0 bohr, sigma = 0.02 hartree
gap at q=0: 0.1500 hartree = 7.50 sigma
theta is largest at x = 1.2247: theta = 1.0355
theta is smallest at x = -1.2247: theta = -0.0355
two-level threshold gap/sigma = 2.4495
two levels, gap/sigma = 2.0: number of roots = 1
two levels, gap/sigma = 2.4: number of roots = 1
two levels, gap/sigma = 2.5: number of roots = 3
two levels, gap/sigma = 4.0: number of roots = 3
two levels, gap/sigma = 7.5: number of roots = 3
levels at q=-0.1 bohr (hartree): -0.10705 0.05000 0.05705
root a: mu = -0.090211 hartree, dN/dmu = 2.197e+01 per hartree
  occupations per spin: 1.00000000 -0.00000000 -0.00000000
  F = -0.1315113 hartree, force = 0.013991 hartree/bohr
  a negative curvature d2F/dx2 = -3.417e-24 hartree
root b: mu = -0.028603 hartree, dN/dmu = -3.275e-04 per hartree
  occupations per spin: 1.00000022 -0.00000020 -0.00000001
  F = -0.1326708 hartree, force = 0.013991 hartree/bohr
  a negative curvature d2F/dx2 = -1.343e-7 hartree
root c: mu = 0.035485 hartree, dN/dmu = 3.838e+01 per hartree
  occupations per spin: 1.00000000 0.03145493 -0.03145493
  F = -0.1305986 hartree, force = 0.009308 hartree/bohr
  a negative curvature d2F/dx2 = -9.741e-23 hartree
closed-shell force at q=-0.1: 0.013991 hartree/bohr
force difference c - a: -0.004682 hartree/bohr = -0.2408 eV/angstrom
zero of theta: x0 = -0.84188; D(x0) = 0.21974; s(x0) = -0.02899
F minus closed-shell energy at q=0, roots a b c (hartree): 1.160e-03 1.163e-08 2.319e-03
force constant, closed shell: 0.11852 hartree/bohr^2
force constant, root c, formula: 0.06969 hartree/bohr^2
force constants, numerical, roots a b c (hartree/bohr^2): 0.11852 0.11852 0.06969
stretching sweep: q (bohr), mu (hartree), root, force, closed-shell force (hartree/bohr)
   -0.12  -0.091716 a   0.017353   0.017353
   -0.10   0.035485 c   0.009308   0.013991
   -0.08  -0.088739 a   0.010829   0.010829
   -0.06   0.034820 c   0.004836   0.007857
   -0.04  -0.085889 a   0.005067   0.005067
   -0.02   0.033793 c   0.001448   0.002451
    0.00  -0.083162 a   0.000000  -0.000000
roots in stretching sweep: acacaca
roots in reverse sweep: aaaaaaa
roots with bracket padded by 10 sigma: ccccccc
Gaussian root at q=-0.1: -0.028586 hartree
MP root reached from it by Newton: -0.028603 hartree
```
